# Temperature condition for a Cabrera–Mott limiting oxide thickness: test program

```python
# Result under test: the Cabrera-Mott growth law
#   v(X,T) = u0 exp(-(W - z e a V/X)/(k T))
# reaches the stopping rate v_s at a finite thickness only for
#   T < T* = W/(k ln(u0/v_s)), where X_L = z e a V/(W - k T ln(u0/v_s)).
# W: injection barrier (eV), V: Mott potential (V), z: ion charge number,
# a: distance from well to barrier top (nm), X: oxide thickness (nm),
# u0, v_s: rate prefactor and stopping rate (m/s), T: temperature (K).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

k_eV = const.k / const.e
W, u0, v_s = 1.2, 100.0, 1e-15
z, a, V = 3, 0.15, 1.5
lever = z * a * V                      # eV nm
L = np.log(u0 / v_s)
year = 365.25 * 86400.0
day = 86400.0


def rate(X, T):
    return u0 * np.exp(-(W - lever / X) / (k_eV * T))


def limit_formula(T):
    return lever / (W - k_eV * T * L)


def limit_numeric(T):
    return brentq(lambda X: np.log(rate(X, T) / v_s), 0.3, 1e6, xtol=1e-11)


# Threshold: formula against a root search on the thick-film rate
T_star = W / (k_eV * L)
T_root = brentq(lambda T: np.log(rate(1e12, T) / v_s), 200.0, 600.0)
assert abs(T_star - T_root) < 1e-5
assert abs(T_star - 356.0) < 0.5

# Limiting thickness: formula against a root search on the growth law
temps = [250.0, 300.0, 330.0, 350.0, 355.0]
for T in temps:
    assert abs(limit_formula(T) / limit_numeric(T) - 1) < 1e-6
X300 = limit_formula(300.0)


# Growth in time from a 1 nm film, on both sides of the threshold
def grow(T, t_end):
    sol = solve_ivp(lambda t, X: 1e9 * rate(X, T), (0.0, t_end), [1.0],
                    method="Radau", rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


t_long = 1e9
X_below, X_above = grow(345.0, t_long), grow(365.0, t_long)
assert rate(X_below, 345.0) < v_s
assert rate(X_above, 365.0) > v_s


def time_to(X, T):
    return quad(lambda x: 1e-9 / rate(x, T), 1.0, X,
                epsabs=0, epsrel=1e-9, limit=200)[0]


X_year = grow(300.0, year)
assert abs(time_to(X_year, 300.0) / year - 1) < 1e-4
t_limit = time_to(X300, 300.0)


# Barrier lowering from an explicit cosine potential tilted by the field
def tilted_barrier(work):              # work = z e a E in eV
    def U(s):                          # s = position / a
        return 0.5 * W * (1 - np.cos(np.pi * s)) - work * s
    opts = {"xatol": 1e-10}
    low = minimize_scalar(U, bounds=(-0.5, 0.5), method="bounded",
                          options=opts).fun
    top = -minimize_scalar(lambda s: -U(s), bounds=(0.5, 1.5),
                           method="bounded", options=opts).fun
    return top - low


work300 = lever / X300
curvature = tilted_barrier(work300) - (W - work300)
assert abs(curvature / (2 * work300**2 / (np.pi**2 * W)) - 1) < 0.02
assert abs(tilted_barrier(1e-3) - (W - 1e-3)) < 1e-6
work_curved = brentq(lambda w: tilted_barrier(w) - k_eV * 300 * L, 0.05, 0.5)
X300_curved = lever / work_curved


# Return jumps: difference of forward and backward rates
def net_rate(X, T):
    kT = k_eV * T
    return u0 * (np.exp(-(W - lever / X) / kT)
                 - np.exp(-(W + lever / X) / kT))


def net_limit(T):
    half_ratio = 0.5 * v_s / (u0 * np.exp(-W / (k_eV * T)))
    return lever / (k_eV * T * np.arcsinh(half_ratio))


for T in (300.0, T_star, 400.0):
    root = brentq(lambda X: net_rate(X, T) / v_s - 1, 0.5, 1e5, xtol=1e-9)
    assert abs(root / net_limit(T) - 1) < 1e-5
T_weak = T_star * L / (L + 1)          # z e a E = k T at the limit
assert abs(lever / limit_numeric(T_weak) / (k_eV * T_weak) - 1) < 1e-5

# Electron supply by tunnelling through the tilted oxide barrier (WKB)
phi_metal, mass_ratio, ion_volume = 1.5, 0.4, 0.027   # eV, -, nm^3
phi_mean = phi_metal + V / 2           # surface side is raised by e V


def kappa_of(phi):                     # decay constant, 1/nm
    return np.sqrt(2 * mass_ratio * const.m_e * phi * const.e) \
        / const.hbar * 1e-9


kappa = kappa_of(phi_mean)
kappa_tilted = quad(lambda s: kappa_of(phi_metal + V * s), 0, 1)[0]
assert abs(kappa_tilted / kappa - 1) < 0.01


def channels(X):                       # transmitted channels per nm^2
    return np.exp(-2 * kappa * X) * (kappa / (4 * np.pi * X)
                                     + 1 / (8 * np.pi * X**2))


def channels_direct(X):                # sum over parallel wave vectors
    g = quad(lambda q: q / (2 * np.pi)
             * np.exp(-2 * X * (np.hypot(kappa, q) - kappa)), 0, 20,
             epsabs=0, epsrel=1e-9, limit=200)[0]
    return g * np.exp(-2 * kappa * X)


assert abs(channels(X300) / channels_direct(X300) - 1) < 1e-6
kT300 = k_eV * 300.0
window = quad(lambda e: 0.25 / np.cosh(e / (2 * kT300))**2, -1, 1,
              points=[0.0], epsabs=1e-12)[0]
assert abs(window / kT300 - 1) < 1e-6   # integral of f(1-f) is k T


def electron_current(X, T):            # one-way current, A/m^2
    return 2 * const.e / const.h * const.k * T * channels(X) * 1e18


ion_current = z * const.e * v_s / (ion_volume * 1e-27)
X_tunnel = brentq(lambda X: np.log(electron_current(X, 300.0)
                                   / ion_current), 1.0, 10.0)
T_tunnel = (W - lever / X_tunnel) / (k_eV * L)
assert abs(limit_numeric(T_tunnel) / X_tunnel - 1) < 1e-6
assert limit_formula(350.0) > X_tunnel

E_break = 10.0                         # MV/cm, rough; 1 V/nm = 10 MV/cm
X_break = 10 * V / E_break
X_zero_barrier = lever / W

print(f"Injection barrier W = {W:.2f} eV")
print(f"Rate prefactor u0 = {u0:.0f} m/s")
print(f"Stopping rate v_s = {v_s:.1e} m/s = {v_s*1e9*day:.4f} nm/day")
print(f"Ion charge number z = {z}")
print(f"Well-to-top distance a = {a:.2f} nm")
print(f"Mott potential V = {V:.2f} V")
print(f"Product z e a V = {lever:.4f} eV nm")
print(f"Boltzmann constant k = {k_eV:.6e} eV/K")
print(f"Logarithm L = ln(u0/v_s) = {L:.4f}")
print(f"Threshold temperature T* = {T_star:.2f} K"
      f" = {T_star - const.zero_Celsius:.1f} deg C")
print(f"k T* = {k_eV*T_star:.5f} eV")
for u in (10.0, 1000.0):
    print(f"T* if u0 were {u:.0f} m/s = {W/(k_eV*np.log(u/v_s)):.1f} K")
print(f"T* if W were 1.3 eV = {1.3/(k_eV*L):.1f} K")
for T in temps:
    X = limit_formula(T)
    print(f"T = {T:.0f} K: k T L = {k_eV*T*L:.4f} eV,"
          f" X_L = {X:.2f} nm, field = {10*V/X:.3f} MV/cm")
print(f"Barrier lowering at X_L, 300 K = {work300:.4f} eV"
      f" = {work300/kT300:.2f} kT")
for T in (300.0, 400.0):
    floor = u0 * np.exp(-W / (k_eV * T))
    print(f"Thick-film rate at {T:.0f} K = {floor:.3e} m/s"
          f" = {floor*1e9*day:.3e} nm/day")
print(f"Time from 1 nm to X_L at 300 K = {t_limit/day:.2f} days")
print(f"Thickness after one year at 300 K = {X_year:.2f} nm")
print(f"Integration time for the two-sided test = {t_long/year:.1f} years")
print(f"345 K: final X = {X_below:.1f} nm,"
      f" final rate = {rate(X_below, 345.0):.2e} m/s")
print(f"365 K: final X = {X_above:.1f} nm,"
      f" final rate = {rate(X_above, 365.0):.2e} m/s")
print(f"Cosine-barrier correction at 300 K = {curvature:.5f} eV")
print(f"X_L at 300 K with cosine barrier = {X300_curved:.2f} nm")
print(f"Temperature where z e a E = kT at X_L = {T_weak:.1f} K")
for T in (300.0, T_star, 400.0):
    print(f"Stopping thickness with return jumps at {T:.1f} K"
          f" = {net_limit(T):.2f} nm")
print(f"Rough breakdown field = {E_break:.0f} MV/cm,"
      f" exceeded below X = {X_break:.2f} nm")
print(f"Linear law gives zero barrier at X = {X_zero_barrier:.2f} nm")
print(f"Metal-side electron barrier = {phi_metal:.2f} eV,"
      f" mean = {phi_mean:.2f} eV")
print(f"Tunnelling mass = {mass_ratio:.2f} m_e, kappa = {kappa:.3f} 1/nm")
print(f"Oxide volume per metal ion = {ion_volume:.3f} nm^3")
print(f"Ion current at stopping rate = {ion_current:.2e} A/m^2")
print(f"Electron current at X_L, 300 K = "
      f"{electron_current(X300, 300.0):.2e} A/m^2")
print(f"Tunnelling keeps up to X = {X_tunnel:.2f} nm (at 300 K)")
print(f"X_L reaches that thickness at T = {T_tunnel:.1f} K")
print("verified")
```

It prints:

```
Injection barrier W = 1.20 eV
Rate prefactor u0 = 100 m/s
Stopping rate v_s = 1.0e-15 m/s = 0.0864 nm/day
Ion charge number z = 3
Well-to-top distance a = 0.15 nm
Mott potential V = 1.50 V
Product z e a V = 0.6750 eV nm
Boltzmann constant k = 8.617333e-05 eV/K
Logarithm L = ln(u0/v_s) = 39.1439
Threshold temperature T* = 355.75 K = 82.6 deg C
k T* = 0.03066 eV
T* if u0 were 10 m/s = 378.0 K
T* if u0 were 1000 m/s = 336.0 K
T* if W were 1.3 eV = 385.4 K
T = 250 K: k T L = 0.8433 eV, X_L = 1.89 nm, field = 7.927 MV/cm
T = 300 K: k T L = 1.0119 eV, X_L = 3.59 nm, field = 4.179 MV/cm
T = 330 K: k T L = 1.1131 eV, X_L = 7.77 nm, field = 1.930 MV/cm
T = 350 K: k T L = 1.1806 eV, X_L = 34.81 nm, field = 0.431 MV/cm
T = 355 K: k T L = 1.1975 eV, X_L = 267.15 nm, field = 0.056 MV/cm
Barrier lowering at X_L, 300 K = 0.1881 eV = 7.27 kT
Thick-film rate at 300 K = 6.932e-19 m/s = 5.990e-05 nm/day
Thick-film rate at 400 K = 7.597e-14 m/s = 6.564e+00 nm/day
Time from 1 nm to X_L at 300 K = 4.57 days
Thickness after one year at 300 K = 6.58 nm
Integration time for the two-sided test = 31.7 years
345 K: final X = 368.9 nm, final rate = 3.14e-16 m/s
365 K: final X = 2810.7 nm, final rate = 2.72e-15 m/s
Cosine-barrier correction at 300 K = 0.00598 eV
X_L at 300 K with cosine barrier = 3.47 nm
Temperature where z e a E = kT at X_L = 346.9 K
Stopping thickness with return jumps at 300.0 K = 3.59 nm
Stopping thickness with return jumps at 355.7 K = 45.76 nm
Stopping thickness with return jumps at 400.0 K = 2975.57 nm
Rough breakdown field = 10 MV/cm, exceeded below X = 1.50 nm
Linear law gives zero barrier at X = 0.56 nm
Metal-side electron barrier = 1.50 eV, mean = 2.25 eV
Tunnelling mass = 0.40 m_e, kappa = 4.860 1/nm
Oxide volume per metal ion = 0.027 nm^3
Ion current at stopping rate = 1.78e-05 A/m^2
Electron current at X_L, 300 K = 1.56e-04 A/m^2
Tunnelling keeps up to X = 3.81 nm (at 300 K)
X_L reaches that thickness at T = 303.2 K
verified
```
